# Tangential stresses inside a planar 180 degree ferroelectric wall

## Problem

A ferroelectric crystal has a cubic reference phase with cube axes along \(x_1,x_2,x_3\). Two domains with polarization \(-P_s\) and \(+P_s\) along \(x_3\) meet at a planar wall with normal \(x_1\equiv x\). Inside the wall the polarization is \((0,0,P(x))\), which passes through zero: an Ising wall. Since \(P_1=0\), the wall carries no bound charge and no depolarizing field.

Strain is measured from the unpolarized, stress-free cubic phase. A free piece of crystal with polarization \(P\) along \(x_3\) has the electrostrictive strain

\[
\varepsilon^0_{11}=\varepsilon^0_{22}=Q_{12}P^2,\qquad \varepsilon^0_{33}=Q_{11}P^2,
\]

with no shear. The elastic response at fixed polarization is linear and isotropic, with Young modulus \(E\), Poisson ratio \(\nu\) and shear modulus \(G=E/[2(1+\nu)]\). Tensile stress is positive. The domains far from the wall are stress-free, and flexoelectricity is neglected.

**(a)** Show why the tangential strains keep their bulk values inside the wall and why the traction on planes parallel to it vanishes.

**(b)** Find the tangential stresses for a given \(P(x)\).

**(c)** Find the normal strain, and the displacement of one domain relative to the other for \(P=P_s\tanh(x/w)\).

**(d)** Evaluate the results for \(E=110\) GPa, \(\nu=0.35\), \(Q_{11}=0.110\) and \(Q_{12}=-0.045\ \mathrm{m^4/C^2}\), \(P_s=26\ \mu\mathrm{C/cm^2}\) and \(w=1.0\) nm. What would change in a real crystal?

## Hints

1. Compare the free strains of the two domains. Does reversing the polarization change them?
2. All fields depend on \(x\) alone. Which strain components may then vary freely without tearing the crystal? The compatibility equations contain second derivatives of strain.
3. Write the three equations of mechanical equilibrium for fields that depend on \(x\) alone, and fix the integration constants in the domains.
4. Stress comes from the difference between the actual strain and the free strain. With the normal stress known, Hooke's law leaves two linear equations for two unknown stresses.
5. The normal strain is not prescribed. Compute it last, from the stresses.

## Solution

### (a) What is fixed and what is free

The free strain is even in \(P\), so both domains have the same bulk strains:

\[
\varepsilon_{22}^{b}=Q_{12}P_s^2,\qquad \varepsilon_{33}^{b}=Q_{11}P_s^2,\qquad \varepsilon_{23}^{b}=0 .
\]

For a strain to derive from a continuous displacement it must satisfy the compatibility conditions. One of them is

\[
\partial_1^2\varepsilon_{22}+\partial_2^2\varepsilon_{11}-2\,\partial_1\partial_2\varepsilon_{12}=0 .
\]

Derivatives along \(x_2\) vanish, which leaves \(\varepsilon_{22}''=0\). Exchanging index 2 for 3 gives \(\varepsilon_{33}''=0\). The mixed condition,

\[
\partial_1^2\varepsilon_{23}+\partial_2\partial_3\varepsilon_{11}-\partial_1\partial_2\varepsilon_{13}-\partial_1\partial_3\varepsilon_{12}=0,
\]

gives \(\varepsilon_{23}''=0\). Each tangential strain is therefore at most linear in \(x\). It takes the same bulk value far away on both sides, so the slope is zero and the strain equals the bulk value everywhere, including inside the wall. The components \(\varepsilon_{11},\varepsilon_{12},\varepsilon_{13}\) are not restricted in this way.

Mechanical equilibrium without body forces reads \(\partial_j\sigma_{ij}=0\). With \(x\) the only variable,

\[
\frac{d\sigma_{i1}}{dx}=0,\qquad i=1,2,3 .
\]

The three components are constant, and they vanish in the stress-free domains. Hence \(\sigma_{11}=\sigma_{12}=\sigma_{13}=0\) throughout.

The wall layer is thus glued to its neighbours along its plane but free to change its thickness.

### (b) The stresses

Hooke's law acts on the elastic part of the strain:

\[
\varepsilon_{ij}-\varepsilon^0_{ij}=\frac{1+\nu}{E}\sigma_{ij}-\frac{\nu}{E}\delta_{ij}\sigma_{kk}.
\]

Define the polarization deficit \(D(x)=P_s^2-P^2(x)\), which is zero in the domains and equals \(P_s^2\) at the wall centre. The tangential elastic strains are

\[
m_2=\varepsilon_{22}^{b}-\varepsilon_{22}^0=Q_{12}D,\qquad
m_3=\varepsilon_{33}^{b}-\varepsilon_{33}^0=Q_{11}D .
\]

Since \(\sigma_{11}=0\), the trace is \(\sigma_{22}+\sigma_{33}\), and Hooke's law becomes

\[
\sigma_{22}-\nu\sigma_{33}=E\,m_2,\qquad \sigma_{33}-\nu\sigma_{22}=E\,m_3 .
\]

Adding \(\nu\) times the first equation to the second eliminates \(\sigma_{22}\):

\[
(1-\nu^2)\,\sigma_{33}=E\,(m_3+\nu m_2).
\]

Adding \(\nu\) times the second to the first eliminates \(\sigma_{33}\):

\[
(1-\nu^2)\,\sigma_{22}=E\,(m_2+\nu m_3).
\]

Inserting \(m_2\) and \(m_3\) gives

\[
\boxed{\;
\begin{aligned}
\sigma_{33}&=\frac{E}{1-\nu^2}\,(Q_{11}+\nu Q_{12})\,(P_s^2-P^2),\\
\sigma_{22}&=\frac{E}{1-\nu^2}\,(Q_{12}+\nu Q_{11})\,(P_s^2-P^2).
\end{aligned}}
\]

The shear stress \(\sigma_{23}=2G(\varepsilon_{23}^{b}-\varepsilon_{23}^0)\) is zero, because both strains vanish.

**Signs.** Take \(Q_{11}>0\) and \(Q_{12}<0\). The bulk is elongated along \(P\). The wall centre has lost its polarization and would be shorter, but it is stretched to the bulk length. This puts it in tension along \(x_3\) as long as \(Q_{11}+\nu Q_{12}>0\). Along \(x_2\) the centre would be wider than the bulk and is squeezed, which favours compression. The stretch along \(x_3\), however, already makes the layer contract along \(x_2\) by the Poisson effect, and this relieves the squeeze.

**Limits.** For \(\nu=0\) the directions decouple: \(\sigma_{33}=EQ_{11}D\) and \(\sigma_{22}=EQ_{12}D\). If \(Q_{12}=-\nu Q_{11}\), the Poisson contraction supplies the whole lateral misfit. Then \(\sigma_{22}=0\) and

\[
\sigma_{33}=\frac{E}{1-\nu^2}(1-\nu^2)Q_{11}D=EQ_{11}D,
\]

which is simple uniaxial tension. For larger \(\nu\) the transverse stress is tensile.

**Other orientations.** The free strain is axially symmetric about \(P\), and the elasticity is isotropic. Rotating the wall normal about \(x_3\) therefore changes nothing, provided "22" is read as the tangential direction perpendicular to \(P\).

### (c) Normal strain and domain displacement

First add the two stresses:

\[
\sigma_{22}+\sigma_{33}=\frac{E(1+\nu)}{1-\nu^2}(Q_{11}+Q_{12})D=\frac{E}{1-\nu}(Q_{11}+Q_{12})D .
\]

The 11 component of Hooke's law, with \(\sigma_{11}=0\), is \(\varepsilon_{11}=Q_{12}P^2-\nu(\sigma_{22}+\sigma_{33})/E\). Subtracting the bulk value \(Q_{12}P_s^2\) gives

\[
\varepsilon_{11}-\varepsilon_{11}^{b}=-\left[Q_{12}+\frac{\nu}{1-\nu}(Q_{11}+Q_{12})\right]D .
\]

The first term is the free change of thickness. The second is the Poisson contraction caused by the tangential stresses.

For the tanh profile, \(D=P_s^2\,\mathrm{sech}^2(x/w)\). Its integral over the wall is

\[
\int_{-\infty}^{\infty}D\,dx=P_s^2\,w\,[\tanh(x/w)]_{-\infty}^{\infty}=2wP_s^2 ,
\]

so one domain is displaced relative to the other, along the normal, by

\[
\Delta u_1=-2wP_s^2\left[Q_{12}+\frac{\nu}{1-\nu}(Q_{11}+Q_{12})\right],
\]

where a positive value means that they move apart.

### (d) Numbers

In SI units \(P_s=0.26\ \mathrm{C/m^2}\), so \(P_s^2=0.0676\ \mathrm{C^2/m^4}\). The plate modulus is \(E/(1-\nu^2)=125.36\) GPa. The two combinations of coefficients are

\[
Q_{11}+\nu Q_{12}=0.110-0.01575=0.09425\ \mathrm{m^4/C^2},
\]
\[
Q_{12}+\nu Q_{11}=-0.045+0.0385=-0.0065\ \mathrm{m^4/C^2}.
\]

At the wall centre,

\[
\sigma_{33}(0)=125.36\times0.09425\times0.0676=0.80\ \mathrm{GPa},
\]
\[
\sigma_{22}(0)=125.36\times(-0.0065)\times0.0676=-0.055\ \mathrm{GPa}.
\]

Both fall off as \(\mathrm{sech}^2(x/w)\). At \(x=1.0\) nm the stress along \(P\) is 0.34 GPa, and at 2.0 nm it is 0.06 GPa. Integrated across the wall, it gives a sheet tension \(2w\sigma_{33}(0)=1.6\) N/m.

The small transverse stress is a difference of two nearly equal terms, so modest errors in the inputs can change its size strongly and even reverse its sign. With \(E\) held fixed, lowering \(\nu\) to 0.30 changes it to \(-0.098\) GPa, and it changes sign at \(\nu=-Q_{12}/Q_{11}=0.409\). The tension along \(P\) involves no such cancellation.

The normal strain involves the same cancellation: its bracket equals \((Q_{12}+\nu Q_{11})/(1-\nu)\), so \(\Delta u_1\) vanishes and reverses sign at the same \(\nu=0.409\), and neither its size nor its sign is secure for the real crystal. The free expansion of the centre is \(-Q_{12}P_s^2=0.304\,\%\), and the Poisson contraction takes back \(0.237\,\%\). The remaining \(0.068\,\%\) pushes the domains apart by \(2\times1.0\ \mathrm{nm}\times 6.76\times10^{-4}=1.4\) pm.

**Finite thickness.** The result in (a) assumes domains much thicker than the wall. Consider a slab of thickness \(L\) along \(x\), free on its faces, with the wall at mid-plane. It can shift its tangential strains uniformly until the net tangential force is zero. This adds a uniform stress. In the domains, where the wall stress vanishes, the total is

\[
\sigma_{33}^{\rm dom}=-\frac1L\int\sigma_{33}\,dx=-\frac{2w}{L}\sigma_{33}(0)\qquad(L\gg w),
\]

and likewise for \(\sigma_{22}\). The stress profile is even in \(x\), so the slab does not bend. For \(L=100\) nm the domains carry \(-0.016\) GPa along \(P\), which is 2 % of the peak. A direct minimization of the elastic energy of this slab, divided into 400 layers and free to stretch, bend and twist, gave the same domain stress within \(10^{-6}\) GPa.

**The real case.** The elastic and electrostrictive constants and \(P_s\) are rough round values in the regime of tetragonal barium titanate at room temperature. The half-width of 1.0 nm is an illustrative choice that keeps the wall wide enough for a continuum description. Typical gradient coefficients for this material give a narrower wall, with \(w\) of a few tenths of a nanometre. The continuum peak stress does not depend on \(w\), but the sheet tension and \(\Delta u_1\) shrink in proportion to it. The stress of 0.8 GPa is a model result, not a measured one.

- *Elastic anisotropy.* In a cubic crystal the shear modulus is independent of the cube-axis \(E\) and \(\nu\). For a wall normal along a cube axis the Ising result survives, because Hooke's law for normal stresses along cube axes has the same form, with \(E\) and \(\nu\) taken along those axes. For a [110] normal, with the same cube-axis constants and a rough cubic shear modulus of 120 GPa instead of 40.7 GPa, the stress along \(P\) becomes 0.78 GPa. The transverse stress doubles to \(-0.11\) GPa. This depends on the shear modulus chosen: 54 GPa would give \(-0.068\) GPa.
- *Lattice discreteness.* If the wall centre lies midway between atomic planes 0.4 nm apart, the largest stress on a plane is 3.9 % below the continuum peak for \(w=1.0\) nm. For \(w=0.35\) nm it would be about 27 % below, and the continuum result is then only a rough guide.
- *Nonlinear elasticity.* With third-order stiffnesses roughly ten times the second-order ones, half of \(10\times0.74\,\%\) suggests a change of order 4 % in the stress along \(P\). The small transverse stress can change by a larger fraction.
- *Flexoelectricity.* If a flexocoupling \(f\) of roughly 5 V acted on the gradient of the full misfit \(Q_{11}D\), it would induce a normal polarization of order \(\varepsilon_0 f\,d(Q_{11}D)/dx\), limited by its own depolarizing field. The gradient of this polarization would return a stress of order \(2\varepsilon_0f^2Q_{11}P_s^2/w^2\approx3\) MPa for \(w=1.0\) nm, and more in a narrower wall. This is an order of magnitude, not a bound. The tangential strains are uniform, so among the normal strains only \(\varepsilon_{11}\) varies, and coupling to its gradient alone gives a few tenths of a MPa. The estimate uses the bare \(\varepsilon_0\), however. A background permittivity near 7 raises the response about sixfold, and the flexoelectric shear described next also drives the normal polarization through the shear electrostriction \(Q_{44}P_1P_3\). Together these can bring the stress to several MPa, of order 1 % of the peak. The gradient \(dP/dx\) also couples directly to the shear strain \(\varepsilon_{13}\), which is free to relax. For a wall normal along a cube axis this adds no tangential stress directly, but a shear flexocoupling \(f_{44}\) slides one domain along \(x_3\) by \(2f_{44}P_s/G\). That is 13 pm per volt, or 4 pm per volt with a shear modulus of 120 GPa, which easily exceeds the normal displacement found above. Relaxing the shear also lowers the gradient coefficient \(g\) of Variation 2 by \(f_{44}^2/G\), so uniform domains need \(f_{44}<\sqrt{gG}\). This limit is 2.7 V for the \(g=1.8\times10^{-10}\ \mathrm{J\,m^3/C^2}\) behind \(w=1.0\) nm and 0.9 V for \(g=2\times10^{-11}\ \mathrm{J\,m^3/C^2}\), so 5 V is too large for this component.
- *Temperature.* At fixed \(E\), \(\nu\) and \(Q_{ij}\), the stresses scale as \(P_s^2\), so a 10 % loss of polarization lowers them by 19 %.

The planar solution also fails where the wall meets a free surface normal to \(x_3\): there \(\sigma_{33}\) must vanish, and the field is no longer a function of \(x\) alone.

## Variation 1: a Bloch wall

*Let the wall also contain a component \(P_2(x)\) that vanishes in the domains. Find the tangential stresses at bulk tangential strains.*

The engineering shear convention is \(2\varepsilon^0_{23}=Q_{44}P_2P_3\). The tangential free strains are now

\[
\varepsilon^0_{22}=Q_{11}P_2^2+Q_{12}P_3^2,\qquad
\varepsilon^0_{33}=Q_{12}P_2^2+Q_{11}P_3^2 .
\]

With \(D=P_s^2-P_3^2\), subtraction from the bulk strains gives

\[
m_2=Q_{12}D-Q_{11}P_2^2,\qquad m_3=Q_{11}D-Q_{12}P_2^2 .
\]

The inversion in (b) did not depend on the form of \(m_2\) and \(m_3\), so

\[
\sigma_{33}=\frac{E}{1-\nu^2}\left[(Q_{11}+\nu Q_{12})D-(Q_{12}+\nu Q_{11})P_2^2\right],
\]
\[
\sigma_{22}=\frac{E}{1-\nu^2}\left[(Q_{12}+\nu Q_{11})D-(Q_{11}+\nu Q_{12})P_2^2\right],
\]
\[
\sigma_{23}=2G\left(0-\tfrac12Q_{44}P_2P_3\right)=-GQ_{44}P_2P_3 .
\]

The shear stress is odd in \(x\) when \(P_2\) is even, and it reverses with the sense of rotation.

If the polarization rotates at constant length, \(D=P_2^2\). The bracket for \(\sigma_{33}\) becomes \((1-\nu)(Q_{11}-Q_{12})P_2^2\), and that for \(\sigma_{22}\) is its negative. Therefore

\[
\sigma_{33}=-\sigma_{22}=\frac{E}{1+\nu}(Q_{11}-Q_{12})P_2^2 .
\]

The mean stress vanishes, and with it the Poisson change of thickness.

For numbers, take a hypothetical \(P_2=P_B\,\mathrm{sech}(x/w)\) with \(P_B=7.8\ \mu\mathrm{C/cm^2}\), \(P_3=P_s\tanh(x/w)\) and \(Q_{44}=0.060\ \mathrm{m^4/C^2}\). At the centre \(\sigma_{33}\) hardly moves, from 0.799 to 0.804 GPa, because \(P_2^2\) enters it with the small coefficient. The transverse stress goes from \(-0.055\) to \(-0.127\) GPa, because there \(P_2^2\) has the large one.

For the shear, set \(s=\tanh(x/w)\). The product \(s\sqrt{1-s^2}\) is largest at \(s^2=1/2\), where it equals 1/2. Hence

\[
|\sigma_{23}|_{\max}=\tfrac12GQ_{44}P_BP_s=0.025\ \mathrm{GPa}\quad\text{at } |x|=0.88\ \mathrm{nm}.
\]

This component feels elastic anisotropy directly: the cubic shear modulus of 120 GPa would multiply it by 2.95.

## Variation 2: the stress narrows the wall

*For the Ising wall, let the stress-free crystal have the energy density \(A(1-p^2)^2\), with \(p=P/P_s\), and the gradient energy \(\tfrac12 g(dP/dx)^2\). How does the wall's own stress change its width?*

Since \(\sigma_{1j}=0\), only tangential components contribute to the elastic energy density:

\[
\tfrac12(\sigma_{22}m_2+\sigma_{33}m_3)
=\frac{E}{2(1-\nu^2)}\left[Q_{12}(Q_{12}+\nu Q_{11})+Q_{11}(Q_{11}+\nu Q_{12})\right]D^2 .
\]

With \(D=P_s^2(1-p^2)\) this is \(B(1-p^2)^2\), where

\[
B=\frac{EP_s^4}{2(1-\nu^2)}\left(Q_{11}^2+Q_{12}^2+2\nu Q_{11}Q_{12}\right).
\]

The elastic term has the same shape as the Landau barrier, so the two heights add. Minimizing the total energy gives

\[
gP_s^2\,p''=\frac{d}{dp}\left[(A+B)(1-p^2)^2\right].
\]

Multiply by \(p'\) and integrate. The constant is zero, because \(p'=0\) and \(p^2=1\) in the domains:

\[
\tfrac12gP_s^2\,p'^2=(A+B)(1-p^2)^2 .
\]

Taking the positive root, \(p'=(1-p^2)/w\), whose solution through the origin is

\[
p=\tanh\frac{x}{w},\qquad w=P_s\sqrt{\frac{g}{2(A+B)}} .
\]

At fixed \(g\), \(A\) and \(P_s\), the stress therefore multiplies the width by \(\sqrt{A/(A+B)}\).

The example gives \(B=3.05\ \mathrm{MJ/m^3}\), close to an illustrative Landau barrier \(A=3.0\ \mathrm{MJ/m^3}\). The factor is then 0.70 (a barrier of \(2.3\ \mathrm{MJ/m^3}\) would give 0.66). With 0.70, the wall of half-width 1.0 nm would have 1.42 nm without its stress. The peak stresses in (d) do not change, since they depend on \(P_s\) and on \(P(0)=0\), not on \(w\). The sheet tension and the displacement \(\Delta u_1\) are proportional to \(w\), so the stressed width must be used there. A sixth-order Landau term, which barium titanate needs for its first-order transition, would alter the tanh shape. With \(A\) read as the barrier height at \(P=0\), the factor still holds for the width defined by the slope at the centre, but not for \(\int D\,dx\), which sets the sheet tension and \(\Delta u_1\). The stress formulas in (b) would still hold for the altered \(P(x)\).

The remaining values are listed in the numerical output below.

## Computed results

```
INPUTS (rough, barium titanate regime)
Young modulus E = 110 GPa
Poisson ratio nu = 0.35
Q11, Q12, Q44 = 0.110, -0.045, 0.060 m^4/C^2
bulk polarization Ps = 26 uC/cm2
wall half-width w = 1.0 nm
ISING WALL
shear modulus G = 40.74 GPa
E/(1-nu^2) = 125.36 GPa
Q11 + nu Q12 = 0.09425 m^4/C^2
Q12 + nu Q11 = -0.00650 m^4/C^2
Q11 Ps^2 = 0.7436 %
Q12 Ps^2 = -0.3042 %
x = 0.0 nm: s33 = 0.7987, s22 = -0.0551 GPa
x = 0.5 nm: s33 = 0.6281, s22 = -0.0433 GPa
x = 1.0 nm: s33 = 0.3354, s22 = -0.0231 GPa
x = 2.0 nm: s33 = 0.0564, s22 = -0.0039 GPa
sheet tension along P = 1.597 N/m
sheet tension across P = -0.110 N/m
rise of e11 at centre = 0.0676 %
outward domain shift = 1.352 pm
s22 vanishes at nu = 0.409
s22 at centre if nu = 0.30: -0.0981 GPa
BLOCH WALL (hypothetical amplitude)
P2 at centre = 7.8 uC/cm2
centre: s33 = 0.8036, s22 = -0.1270 GPa
largest |s23| = 0.0248 GPa
at |x| = 0.881 nm
NEGLECTED EFFECTS
free slab thickness = 100 nm
domain counter-stress s33 = -0.0160 GPa
domain counter-stress s22 = 0.0011 GPa
cubic shear modulus, rough = 120 GPa
cubic/isotropic Bloch shear ratio = 2.95
cubic, normal [110]: s along P = 0.7788 GPa
cubic, normal [110]: s across P = -0.1120 GPa
lattice spacing, rough = 0.4 nm
peak loss, centre between planes = 3.9 %
third/second-order stiffness, rough = 10
anharmonic stress change, order = 3.7 %
flexocoupling, rough = 5 V
flexoelectric stress, order = 3.3 MPa
Landau barrier A, rough = 3.0 MJ/m^3
elastic barrier B = 3.053 MJ/m^3
gradient coefficient = 1.791e-10 J m^3/C^2
half-width without stress = 1.420 nm
narrowing factor = 0.704
```
